# The Bit-Line Signal of a Square-Loop Ferroelectric Capacitor, part 2

A ferroelectric memory cell is read by driving its plate line from 0 to \(V\), so that the capacitor pushes charge onto a floating bit line of capacitance \(C\), initially at 0 V. The question is how large a signal \(S\) results. \(S\) is the bit-line voltage \(V_B\) for the opposed stored state (polarization \(-P_r\)) minus that for the aligned one (\(+P_r\)).

The capacitor has area \(A\), linear capacitance \(C_F\) and voltage \(v=V-V_B\) while the plate is at \(V\). In a square loop, every domain flips from \(-P_r\) to \(+P_r\) when \(v>V_c\), the coercive voltage, and back when \(v<-V_c\). Full reversal releases \(Q=2P_rA\). When a fraction \(f\) of the domains has flipped in the opposed state,

\[
S=\frac{fQ}{C+C_F},\qquad v=\frac{CV-fQ}{C+C_F}.
\]

The square-loop signal, with the plate held high, is

\[
S=\max\left[0,\ \min\left(\frac{CV}{C+C_F}-V_c,\ \frac{Q}{C+C_F}\right)\right].
\]

The first entry of the minimum is the voltage limit, the second the charge limit. Returning the plate to zero before sensing gives \(\min(S,V_c)\).

The ideal law is the case \(C_F=0\). For \(V>V_c\) it reads \(S=\min(V-V_c,Q/C)\), with its corner at \(C^*=Q/(V-V_c)\) or, at fixed \(C\), at the area \(A^*=C(V-V_c)/(2P_r)\). On a voltage-limited line only the fraction \(f_c=C(V-V_c)/Q\) flips.

Incomplete poling is described by \(g\), the fraction of domains in the opposed state already turned to \(+P_r\) during storage, and \(h\), the fraction in the aligned state turned to \(-P_r\).

The example is a 10 nm hafnium-zirconium oxide film with \(P_r=20\ \mu\mathrm{C/cm^2}\), coercive field 1 MV/cm, \(A=0.1\ \mu\mathrm{m^2}=10^{-9}\ \mathrm{cm^2}\), \(V=2.5\) V, \(V_c=1.0\) V and \(Q=40\) fC. Its ideal signals are 0.667 V on a 60 fF line (charge-limited) and 1.5 V on a 15 fF line (voltage-limited).

### A best line capacitance

The charge limit \(Q/(C+C_F)\) falls as \(C\) grows. The voltage limit rises, since its derivative with respect to \(C\) is \(VC_F/(C+C_F)^2>0\). For \(V>V_c\) the smaller of the two is therefore largest where they cross. Setting them equal and multiplying by \(C+C_F\) gives

\[
CV-V_c(C+C_F)=Q
\quad\Longrightarrow\quad
C_m=\frac{Q+V_cC_F}{V-V_c}.
\]

At this point

\[
C_m+C_F=\frac{Q+V_cC_F+(V-V_c)C_F}{V-V_c}=\frac{Q+VC_F}{V-V_c},
\]

so the largest signal is

\[
S_m=\frac{Q}{C_m+C_F}=\frac{V-V_c}{1+VC_F/Q}.
\]

With the capacitor and the drive held fixed, a line shorter than \(C_m\) gives less signal in this model, not more.

For a relative permittivity of 30, a rough value, the parallel-plate formula gives \(C_F=2.66\) fF. Then

\[
C_m=\frac{40+1.0\times2.66}{1.5}=28.4\ \mathrm{fF},\qquad S_m=1.286\ \mathrm V .
\]

On the 60 fF line the signal is \(40/62.66=0.638\) V, about 4 % below the ideal 0.667 V. On the 15 fF line it is

\[
\frac{2.5\times15}{17.656}-1.0=1.124\ \mathrm V,
\]

which is 25 % below the ideal 1.5 V. The short line suffers more for two reasons. First, \(C_F\) is 15 % of \(C+C_F\) there, against 4 % on the long line. Second, voltage division removes this share of the whole drive \(V\), while the ideal signal is only \(V-V_c\), so the relative loss is larger by the factor \(V/(V-V_c)=1.67\).

### A test by flipping domains one at a time

The formulas were tested against a simulation of 2000 domains that uses only charge conservation and the threshold rule. It covered drives of 0.8, 1.5 and 2.5 V, lines of 5, 15, 27, 60 and 200 fF, and \(C_F\) equal to zero or 2.66 fF. In each case the plate was stepped, ramped, or stepped and returned to zero. In all 90 cases the signal agreed with the formula to within the voltage step of one domain. The largest difference was 2.1 mV.

A scan of simulated signals from 20 to 40 fF in steps of 0.5 fF had its maximum at 28.0 fF, against the derived 28.4 fF. The formula gives almost equal signals at the neighbouring scan points 28.0 and 28.5 fF. They differ by less than the step of one domain, so the finite number of domains can decide between them.

### A loop with sloping sides

In a polycrystalline film the domains do not share one threshold. Let \(F(v)\) be the fraction with threshold below \(v\). If the plate is raised slowly, domains flip in the order of their thresholds, and \(f=F(v)\). Inserting this in the expression for \(v\) gives

\[
(C+C_F)v+QF(v)=CV .
\]

The left side increases strictly with \(v\), so for a continuous \(F\) there is one solution. A larger \(V\) requires a larger \(v\). The capacitor voltage thus never falls during the ramp, which justifies the use of the rising branch throughout. A sudden step is different: \(v\) starts high and then falls, and the order of flipping depends on kinetics. The numbers below hold for the slow ramp.

To see the square loop emerge, take \(C_F=0\) and

\[
F(v)=\frac12\left[1+\tanh\frac{v-V_c}{w}\right].
\]

Solving for \(v\) at a given fraction \(f\) gives \(v=V_c+w\,\mathrm{artanh}(2f-1)\), and therefore

\[
S=V-v=V-V_c-w\,\mathrm{artanh}(2f-1).
\]

In the voltage-limited regime \(f\) tends to \(f_c\), which lies strictly between 0 and 1, and the correction vanishes in proportion to \(w\). On the 15 fF line, where \(f_c=0.5625\), the leading correction is \(0.126\,w\). Numerical solutions of the balance equation differ from the square-loop value by 2.475 mV for \(w=20\) mV and by 0.251 mV for \(w=2\) mV, as this predicts.

For a rougher film, let the thresholds have a Gaussian distribution with mean 1.0 V and standard deviation 0.25 V, an assumed spread. With \(C_F=0\), the signals are 0.666 V at 60 fF and 1.468 V at 15 fF, close to the ideal values. At the ideal corner, 26.7 fF, the signal is 1.255 V instead of 1.5 V, a loss of 16 %.

The balance equation explains the pattern. On the 60 fF line the final voltage, about 1.83 V, lies above nearly all thresholds. On the 15 fF line about half of the domains must flip, and half of all domains have thresholds below the mean, so the final voltage stays near \(V_c\). At the corner the ideal law asks for every domain to flip at \(v=V_c\), but half of the thresholds lie higher. The spread rounds off the corner.

### A read of finite duration

Domain reversal takes time, and the time grows steeply as the voltage falls. A simple model for sizing the effect is a first-order rate of Merz type:

\[
\frac{df}{dt}=\frac{1-f}{\tau(v)},\qquad
\tau(v)=\tau_0\exp\left(\frac{V_a}{v}\right),\qquad
v=\frac{CV-fQ}{C+C_F}.
\]

The prefactor is taken as \(\tau_0=1\) ps. The activation voltage \(V_a\) is fixed by requiring that a constant voltage \(V_c\) flips half of the domains in \(t_s=0.1\) ms, a time typical of a slow loop measurement. At constant \(v\) the rate equation gives \(f=1-e^{-t/\tau}\). Setting \(f=1/2\) at \(t=t_s\) yields \(\tau(V_c)=t_s/\ln2\), and hence

\[
V_a=V_c\ln\frac{t_s}{\tau_0\ln2}=18.8\ \mathrm V .
\]

This is an estimate with assumed parameters, not a fit to a measured film. The plate is taken to step to \(V\) at once at the start of the read.

For a read of 50 ns with \(C_F=0\), the model gives 0.646 V on the 60 fF line, 3 % below the ideal value. On the 15 fF line it gives 1.102 V, which is 27 % below. The difference comes from the voltage left at the end. The charge-limited line still has about 1.83 V across the capacitor when switching is complete. The voltage-limited line would have to finish at 1.0 V, where \(\tau\) is longer by the factor

\[
\exp\left[18.8\left(\frac1{1.00}-\frac1{1.83}\right)\right],
\]

which is several thousand.

After 0.1 ms the 60 fF line has reached 0.667 V. The 15 fF line has reached 1.631 V, which is *more* than \(V-V_c=1.5\) V. The rate model has no sharp threshold: \(df/dt\) is still positive at \(v=V_c\), so the line creeps past the square-loop limit. The capacitor voltage has then fallen to \(2.5-1.631=0.869\) V.

The voltage limit is therefore a strict ceiling for the square loop, but not for a film whose coercive voltage depends on time. In the 50 ns read the capacitor is left with \(2.5-1.102=1.40\) V. This value follows from the computed signal and cannot be used to predict it. Nor is it the coercive voltage that a constant-voltage test of the same length would give. In the model, the constant voltage that flips half of the domains in \(t=50\) ns is

\[
\frac{V_a}{\ln[t/(\tau_0\ln2)]}=\frac{18.8}{11.2}=1.68\ \mathrm V .
\]

With this value for \(V_c\) the law predicts \(2.5-1.68=0.82\) V, well below the 1.10 V of the rate model. On a voltage-limited line a fixed \(V_c\) thus gives only a rough value, and a closer one needs the rate equation.

Linear response and finite time act together. With \(C_F=2.66\) fF and a 50 ns read, the signals are 0.598 V at 60 fF and 0.726 V at 15 fF. These are 10 % and 52 % below the ideal values. The short line, which ideally has more than twice the signal of the long one, keeps an advantage of only about a fifth. These figures depend on the assumptions. Lines closer to the corner lose much more than the 60 fF line, although the ideal law calls them charge-limited: 28 % at 40 fF and 43 % at 30 fF. With \(\tau_0=0.1\) ns, and \(V_a\) fixed by the same condition, the losses at 60 and 15 fF become 49 % and 69 %. With \(\tau_0=1\) ps, a plate that takes 10 ns of the 50 ns to rise through a series resistance of 10 kΩ gives 0.58 and 0.70 V.

### Smaller effects

*Series resistance.* Let a resistance \(R\) lie in the read path, with \(C_F=0\). While a square-loop capacitor is switching, it holds the voltage \(V_c\), so the current is \((V-V_c-V_B)/R\). Setting this equal to \(C\,dV_B/dt\), with \(V_B=0\) at the start, gives

\[
V_B=(V-V_c)\left(1-e^{-t/RC}\right)
\]

until the charge runs out. For an assumed \(R=10\ \mathrm{k\Omega}\), \(RC\) is 0.60 ns at 60 fF and 0.15 ns at 15 fF, both short beside 50 ns.

*Thermal noise.* Equipartition on the line capacitance, \(\tfrac12C\langle\delta V^2\rangle=\tfrac12k_BT\), gives an rms voltage \(\sqrt{k_BT/C}\). At 358 K this is 0.29 mV for 60 fF and 0.57 mV for 15 fF, far below the signals.

*Leakage.* An assumed \(10^{-3}\ \mathrm{A/cm^2}\) through \(10^{-9}\ \mathrm{cm^2}\) for 50 ns carries \(5\times10^{-5}\) fC, about one millionth of \(Q\).

*Temperature of use.* Suppose that heating lowers both \(P_r\) and \(V_c\) by 10 %. In the ideal law the charge-limited signal falls to \(0.9\times40/60=0.600\) V, while the voltage-limited one rises to \(2.5-0.9=1.6\) V. The same change of the film thus moves the two regimes in opposite directions.

*Breakdown.* The largest field is 2.5 V across 10 nm, or 2.5 MV/cm. This is below a rough breakdown field of 4 MV/cm, but the comparison does not establish endurance over many cycles.

### The model beside a real film

The polarization, coercive field, permittivity and thickness used here are rough typical values for ferroelectric hafnium-zirconium oxide. The 15 fF line was chosen short in order to reach the voltage limit and should not be read as a typical array value. Real films depart from the ideal square loop in having sloping sides, a coercive voltage that depends on time and a linear response. For the example's parameters, linear response and finite time together lower the signal by about a tenth on the 60 fF line and by about a half on the 15 fF line; charge-limited lines near the corner lose nearly as much as the short line. Among the three lines computed with a spread of thresholds, the one at the corner is affected most: it loses about a sixth of its signal in the slow-ramp model with \(C_F=0\). On a much shorter line, still with \(C_F=0\), the same spread raises the signal above \(V-V_c\), because fewer than half of the domains must flip, and these are the ones with the lowest thresholds. If the plate stays high during sensing, a square loop shifted along the voltage axis by imprint can be treated by using, for \(V_c\), the actual threshold for switching in the direction of the read, provided the shift is smaller than the coercive voltage, so that both stored states remain stable at 0 V. With a spread of thresholds the weakest domains can already turn at 0 V, and this loss, of the kind \(g\) or \(h\), must be counted as well.

The charge limit is thus the more robust half of the law only well beyond the corner, and only if switching at the remaining voltage is fast compared with the read, as it is on the 60 fF line for the assumed \(\tau_0=1\) ps. The voltage limit shows why the signal stops following \(Q/C\) on a short line, but a reliable value needs the switching kinetics during the read and the voltage division by \(C_F\). The numerical output below lists the values for both lines.

## Calculated quantities

```
Remanent polarization: 20.0 uC/cm2
Coercive field: 1.0 MV/cm; thickness: 10 nm
Area: 0.10 um2; relative permittivity: 30
Drive: 2.50 V; coercive voltage: 1.00 V
Full reversal charge Q: 40.00 fC
Drive minus coercive voltage: 1.500 V
Corner line capacitance, ideal: 26.67 fF
Linear capacitance CF: 2.656 fF
Best line capacitance with CF: 28.44 fF
Best line capacitance, simulated scan: 28.0 fF
Signal at that best value: 1.286 V
Simulated cases: 90; largest error: 2.12 mV
Smooth-loop errors, widths 20 and 2 mV: 2.475, 0.251 mV
Assumed coercive spread: 0.25 V
Rate model: tau0 1.0 ps, Va 18.79 V
Read time: 50 ns; slow time: 0.1 ms
--- Line capacitance: 60 fF ---
Q/C: 0.667 V; ideal signal: 0.667 V
Simulated signal: 0.667 V
Switched fraction: 1.0000
Area at the corner: 0.2250 um2
Signal with doubled Pr: 1.333 V
Signal after plate returns to 0: 0.667 V
Signal with CF: 0.638 V
Signal with coercive spread: 0.666 V
Signal at read time: 0.646 V
Signal at slow time: 0.667 V
Signal at read time with CF: 0.598 V
Signal, Pr and Vc down 10 %: 0.600 V
Thermal noise at 358 K: 0.287 mV
Series delay RC at 10 kohm: 0.60 ns
--- Line capacitance: 15 fF ---
Q/C: 2.667 V; ideal signal: 1.500 V
Simulated signal: 1.500 V
Switched fraction: 0.5625
Area at the corner: 0.0563 um2
Signal with doubled Pr: 1.500 V
Signal after plate returns to 0: 1.000 V
Signal with CF: 1.124 V
Signal with coercive spread: 1.468 V
Signal at read time: 1.102 V
Signal at slow time: 1.631 V
Signal at read time with CF: 0.726 V
Signal, Pr and Vc down 10 %: 1.600 V
Thermal noise at 358 K: 0.574 mV
Series delay RC at 10 kohm: 0.15 ns
--- Other checks of the example ---
Signal with spread at ideal corner: 1.255 V
Leakage charge at 1e-03 A/cm2: 5.0e-05 fC
Largest field: 2.50 MV/cm
Rough breakdown field: 4.0 MV/cm
```
